# Light-Hole g-Factors Along the Growth Axis and in the Plane: a numerical check

```python
"""Light-hole g-factors from H_Z = 2 kappa mu_B B.J with J = 3/2.

Result under test: the doublet m = +-1/2, well separated from m = +-3/2,
has |g| = 2 kappa along the growth axis z and 4 kappa in the plane.
Hole energies are positive. Units: meV, nm, tesla, kelvin.
kappa, q: isotropic and cubic Zeeman parameters; gamma1..3: Luttinger
parameters; split: heavy-light splitting; so_gap: split-off energy.
The program also sizes effects outside the pure-doublet model.
"""
import numpy as np
from scipy import constants as sc

# Rough typical germanium parameters; film and field are chosen values.
kappa, q = 3.4, 0.07
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7
so_gap = 290.0
split, thickness, field, temperature = 15.0, 200.0, 0.1, 0.1

mu_b = sc.physical_constants["Bohr magneton"][0] / sc.e * 1e3
h2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21       # meV nm^2
flux = sc.e / sc.hbar * 1e-18                       # 1/(nm^2 T)


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


J = spin_matrices(1.5)
Jx, Jy, Jz = J
strain = split / 2 * (Jz @ Jz - 1.25 * np.eye(4))


def four_levels(b_size, angle=0.0, azimuth=0.0, cubic=0.0):
    b = b_size * np.array([np.sin(angle) * np.cos(azimuth),
                           np.sin(angle) * np.sin(azimuth), np.cos(angle)])
    h = strain.astype(complex)
    for bi, Ji in zip(b, J):
        h = h + 2 * mu_b * bi * (kappa * Ji + cubic * Ji @ Ji @ Ji)
    return np.linalg.eigvalsh(h)


def g_light(*args, **kw):
    e = four_levels(*args, **kw)
    return (e[1] - e[0]) / (mu_b * args[0])


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Pure doublet: full 4x4 diagonalization against the projected result.
assert np.allclose(Jx @ Jy - Jy @ Jx, 1j * Jz)
plane = np.pi / 2
g_z, g_x = g_light(field), g_light(field, plane)
g_y = g_light(field, plane, plane)
assert close(g_z, 2 * kappa, 1e-4)
assert close(g_x, 4 * kappa, 1e-4) and close(g_y, 4 * kappa, 1e-4)
tilt = np.pi / 4
g_tilt = g_light(field, tilt, 0.4)
assert close(g_tilt, 2 * kappa * np.sqrt(np.cos(tilt)**2
                                         + 4 * np.sin(tilt)**2), 1e-4)

# Heavy-hole contrast.
e_z, e_x = four_levels(field), four_levels(field, plane)
g_heavy_z = (e_z[3] - e_z[2]) / (mu_b * field)
g_heavy_x = (e_x[3] - e_x[2]) / (mu_b * field)
assert close(g_heavy_z, 6 * kappa, 1e-4) and g_heavy_x < 1e-3

# Leading effect of finite heavy-light splitting, tested at b/split = 0.02.
b_test = 0.02 * split / (2 * kappa * mu_b)
drop = g_light(b_test, plane) / (4 * kappa) - 1
assert close(drop, -0.75 * 0.02**2, 0.01)
finite_shift = -0.75 * (2 * kappa * mu_b * field / split)**2

# Cubic Zeeman term.
gq_z, gq_x = g_light(field, cubic=q), g_light(field, plane, cubic=q)
assert close(gq_z, 2 * kappa + q / 2, 1e-4)
assert close(gq_x, 4 * kappa + 10 * q, 1e-4)

# Hard-wall states: operator matrices from quadrature, z from film centre.
n_wall, n_landau = 30, 4


def wall_matrices(width):
    x, w = np.polynomial.legendre.leggauss(160)
    s, w = (x + 1) * width / 2, w * width / 2
    wave = np.arange(1, n_wall + 1)[:, None] * np.pi / width
    f = np.sqrt(2 / width) * np.sin(wave * s)
    df = np.sqrt(2 / width) * wave * np.cos(wave * s)
    z = s - width / 2
    kz = -1j * (f * w) @ df.T
    kz2 = (df * w) @ df.T
    z2 = (f * w * z**2) @ f.T
    z_kz = -1j * ((f * w * z) @ df.T + 0.5 * np.eye(n_wall))
    return kz, kz2, z2, z_kz


def kinetic(xx, yy, zz, yz, zx, xy):
    """Luttinger kinetic energy from symmetrized products of k."""
    h = (gamma1 + 2.5 * gamma2) * np.kron(np.eye(4), xx + yy + zz)
    for kk, A in zip((xx, yy, zz), J):
        h = h - 2 * gamma2 * np.kron(A @ A, kk)
    for kk, A, B in ((yz, Jy, Jz), (zx, Jz, Jx), (xy, Jx, Jy)):
        h = h - 4 * gamma3 * np.kron((A @ B + B @ A) / 2, kk)
    return h2m * h


def g_axis_with_orbits(width, b, kz_coupling=1.0):
    """Splitting of the two n = 0 light-hole Landau levels, B along z.

    kz_coupling = 0 removes the products kx kz and ky kz.
    """
    kz, kz2, _, _ = wall_matrices(width)
    lower = np.diag(np.sqrt(np.arange(1, n_landau + 2)), 1)
    k_minus = np.sqrt(2 * flux * b) * lower         # [kx, ky] = -i e B/hbar
    kx = (k_minus.T + k_minus) / 2
    ky = (k_minus.T - k_minus) / 2j

    def crop(a):
        return a[:n_landau, :n_landau]
    one = np.eye(n_wall)
    h = kinetic(np.kron(crop(kx @ kx), one), np.kron(crop(ky @ ky), one),
                np.kron(np.eye(n_landau), kz2),
                kz_coupling * np.kron(crop(ky), kz),
                kz_coupling * np.kron(crop(kx), kz),
                np.kron(crop(kx @ ky + ky @ kx) / 2, one))
    block = n_landau * n_wall
    h = h + np.kron(strain + 2 * kappa * mu_b * b * Jz, np.eye(block))
    e, v = np.linalg.eigh(h)
    plus = e[np.argmax(abs(v[block]))]
    minus = e[np.argmax(abs(v[2 * block]))]
    return (plus - minus) / (mu_b * b)


def orbital_shift(width):
    """Zero-field kinetic correction to g along z, second order."""
    n = np.arange(2, n_wall + 1, 2)
    k1n = 4 * n / (width * (n**2 - 1))
    unit = h2m * (np.pi / width)**2
    gap = unit * (gamma1 + 2 * gamma2
                  - (gamma1 - 2 * gamma2) * n**2) - split
    return -24 * gamma3**2 * h2m * np.sum(k1n**2 / gap)


def landau_shift(width, b):
    """Field-dependent part from coupling quadratic in kx, ky."""
    gap = split - 4 * gamma2 * h2m * (np.pi / width)**2
    return -24 * gamma2 * gamma3 * mu_b * b / gap


# The zero-field limit needs a field so small that landau_shift is minor.
for width in (thickness, thickness / 2):
    found = g_axis_with_orbits(width, 0.001) - 2 * kappa
    assert close(found, orbital_shift(width), 0.02)
# The field-dependent part is tested with the other coupling removed.
found = g_axis_with_orbits(thickness, 0.01, kz_coupling=0.0) - 2 * kappa
assert close(found, landau_shift(thickness, 0.01), 0.01)
g_z_orbits = g_axis_with_orbits(thickness, field)


def g_plane_with_orbits(width, b):
    """B along x, vector potential Ay = -B z, canonical kx = ky = 0."""
    kz, kz2, z2, z_kz = wall_matrices(width)
    none = np.zeros_like(kz2)
    h = kinetic(none, (flux * b)**2 * z2, kz2, -flux * b * z_kz, none, none)
    h = h + np.kron(strain + 2 * kappa * mu_b * b * Jx, np.eye(n_wall))
    e = np.linalg.eigvalsh(h)
    return (e[1] - e[0]) / (mu_b * b)


assert close(g_plane_with_orbits(thickness, 0.01), 4 * kappa, 1e-3)
g_x_orbits = g_plane_with_orbits(thickness, field)

# Split-off admixture: orbital L = 1 times spin 1/2, six states.
L = [np.kron(a, np.eye(2)) for a in spin_matrices(1)]
S = [np.kron(np.eye(3), a) for a in spin_matrices(0.5)]


def g_six(gap_so, axis):
    lam, delta = 2 * gap_so / 3, 1.5 * split
    h = delta * L[2] @ L[2] - lam * sum(a @ b for a, b in zip(L, S))
    h = h + mu_b * field * ((3 * kappa + 1) * L[axis] - 2 * S[axis])
    e = np.linalg.eigvalsh(h)
    return (e[1] - e[0]) / (mu_b * field)


# A very distant split-off band must give back the pure doublet.
assert close(g_six(1e6, 2), 2 * kappa, 1e-3)
assert close(g_six(1e6, 0), 4 * kappa, 1e-3)
lam, delta = 2 * so_gap / 3, 1.5 * split
phi = 0.5 * np.arctan2(np.sqrt(2) * lam, delta + lam / 2)
c1, c0 = np.sin(phi), np.cos(phi)
g6_z, g6_x = g_six(so_gap, 2), g_six(so_gap, 0)
assert close(g6_z, 2 * ((3 * kappa + 1) * c1**2 - c0**2 + c1**2), 1e-3)
assert close(g6_x, 2 * ((3 * kappa + 1) * np.sqrt(2) * c1 * c0 - c0**2), 1e-3)

# Energy scales of the example.
zeeman_z, zeeman_x = e_z[1] - e_z[0], e_x[1] - e_x[0]
to_ghz = sc.e * 1e-3 / sc.h * 1e-9
subband = 3 * (gamma1 + 2 * gamma2) * h2m * (np.pi / thickness)**2
cyclotron = 2 * (gamma1 - gamma2) * mu_b * field
thermal = sc.k * temperature / sc.e * 1e3
assert thermal < zeeman_z < zeeman_x < subband < split

print("INPUTS (rough Ge values; chosen film and field)")
print(f"kappa = {kappa}, q = {q} (no unit)")
print(f"gamma1, gamma2, gamma3 = {gamma1}, {gamma2}, {gamma3} (no unit)")
print(f"split-off energy = {so_gap:.0f} meV")
print(f"heavy-light splitting = {split:.1f} meV")
print(f"film thickness = {thickness:.0f} nm")
print(f"field = {field} T, temperature = {temperature} K")
print(f"Bohr magneton = {mu_b:.6f} meV/T")
print("PURE DOUBLET")
print(f"<1/2|Jz|1/2> = {Jz[1, 1]:.3f}, <1/2|Jx|-1/2> = {Jx[1, 2].real:.3f}")
print(f"<3/2|Jx|1/2> = {Jx[0, 1].real:.4f}")
print(f"light hole g along z = {g_z:.3f}")
print(f"light hole g along x = {g_x:.3f}, along y = {g_y:.3f}")
print(f"light hole g at 45 degrees from z = {g_tilt:.3f}")
print(f"heavy hole g along z = {g_heavy_z:.3f}")
print(f"heavy hole splitting/(mu_B B) along x = {g_heavy_x:.1e}")
print(f"splitting, B along z = {zeeman_z:.5f} meV = "
      f"{zeeman_z * to_ghz:.2f} GHz")
print(f"splitting, B in plane = {zeeman_x:.5f} meV = "
      f"{zeeman_x * to_ghz:.2f} GHz")
print("ENERGY SCALES")
print(f"thermal energy kT = {thermal:.5f} meV")
print(f"light-hole subband spacing 1 to 2 = {subband:.3f} meV")
print(f"in-plane cyclotron energy, B along z = {cyclotron:.3f} meV")
print("NEGLECTED EFFECTS, each taken alone unless stated")
print(f"finite splitting, relative change of g_x = {finite_shift:.1e}")
print(f"same at b/Delta = 0.02, by diagonalization = {drop:.2e}")
print(f"with cubic term: g_z = {gq_z:.3f}, g_x = {gq_x:.3f}")
print(f"zero-field kinetic shift of g_z, {thickness:.0f} nm = "
      f"{orbital_shift(thickness):+.3f}")
print(f"zero-field kinetic shift of g_z, {thickness / 2:.0f} nm = "
      f"{orbital_shift(thickness / 2):+.3f}")
print(f"field-dependent kinetic shift of g_z at {field} T = "
      f"{landau_shift(thickness, field):+.3f}")
print(f"all kinetic coupling, {field} T, diagonalized: "
      f"g_z = {g_z_orbits:.3f}, g_x = {g_x_orbits:.3f}")
print(f"split-off mixing amplitudes: c1 = {c1:.4f}, c0 = {c0:.4f}")
print(f"with split-off mixing: g_z = {g6_z:.3f}, g_x = {g6_x:.3f}")
print(f"split-off change: g_z {100 * (g6_z / g_z - 1):+.1f} %, "
      f"g_x {100 * (g6_x / g_x - 1):+.1f} %")
print("OK")
```

Running it gives:

```
INPUTS (rough Ge values; chosen film and field)
kappa = 3.4, q = 0.07 (no unit)
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7 (no unit)
split-off energy = 290 meV
heavy-light splitting = 15.0 meV
film thickness = 200 nm
field = 0.1 T, temperature = 0.1 K
Bohr magneton = 0.057884 meV/T
PURE DOUBLET
<1/2|Jz|1/2> = 0.500, <1/2|Jx|-1/2> = 1.000
<3/2|Jx|1/2> = 0.8660
light hole g along z = 6.800
light hole g along x = 13.600, along y = 13.600
light hole g at 45 degrees from z = 10.752
heavy hole g along z = 20.400
heavy hole splitting/(mu_B B) along x = 7.0e-05
splitting, B along z = 0.03936 meV = 9.52 GHz
splitting, B in plane = 0.07872 meV = 19.03 GHz
ENERGY SCALES
thermal energy kT = 0.00862 meV
light-hole subband spacing 1 to 2 = 0.615 meV
in-plane cyclotron energy, B along z = 0.107 meV
NEGLECTED EFFECTS, each taken alone unless stated
finite splitting, relative change of g_x = -5.2e-06
same at b/Delta = 0.02, by diagonalization = -3.00e-04
with cubic term: g_z = 6.835, g_x = 14.300
zero-field kinetic shift of g_z, 200 nm = +0.457
zero-field kinetic shift of g_z, 100 nm = +1.744
field-dependent kinetic shift of g_z at 0.1 T = -0.224
all kinetic coupling, 0.1 T, diagonalized: g_z = 7.031, g_x = 13.544
split-off mixing amplitudes: c1 = 0.5479, c0 = 0.8365
with split-off mixing: g_z = 5.926, g_x = 13.120
split-off change: g_z -12.9 %, g_x -3.5 %
OK
```
